# Gaussian skew scattering and the noncrossing Hall conductivity of massive Dirac fermions

A single two-dimensional Dirac cone has \(H_{\mathbf k}=\hbar v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z\), with its chemical potential in the upper band, \(\mu>|\Delta|\), at zero temperature. Scalar disorder obeys

\[
\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r'),\qquad \gamma=nV_0^2 .
\]

The impurities have density \(n\) and strengths \(\pm V_0\) in equal numbers, so the third moment vanishes. Higher cumulants are dropped, and disorder is weak, \(\mu\tau/\hbar\gg1\).

Derivations use \(\hbar=v=1\), which makes \(\gamma\) dimensionless. The carrier charge is \(q\), with \(q^2=e^2\), and \(j_x=\sigma_{xy}E_y\). By isotropy \(\sigma_{xy}=-\sigma_{yx}\). Write \(c=\Delta/\mu\), \(s=k/\mu=\sqrt{1-c^2}\) on the Fermi circle, \(D=1+3c^2\), and \(\psi=\varphi'-\varphi\) for scattering \(\mathbf k\to\mathbf k'\). Angle brackets with no operator inside denote an average over angle.

## (a) Find the transport time in the Born approximation.

**Solution.** With \(c=\cos\theta\), \(s=\sin\theta\), the upper spinor is \(|k\rangle=(C,\,Se^{i\varphi})^T\), where \(C=\cos\frac\theta2\), \(S=\sin\frac\theta2\). Put \(a=C^2\), \(b=S^2\), so that \(a+b=1\), \(a-b=c\), \(ab=s^2/4\). Then

\[
\langle k'|k\rangle=a+be^{-i\psi},\qquad
\rho\equiv|\langle k'|k\rangle|^2=a^2+b^2+2ab\cos\psi=\tfrac12(1+c^2+s^2\cos\psi).
\]

The density of states is \(N=\mu/2\pi\). Weighting the golden-rule rate by \(1-\cos\psi\) gives

\[
\frac1\tau=2\pi\gamma N\langle(1-\cos\psi)\rho\rangle
=\gamma\mu\left[\frac{1+c^2}2-\frac{s^2}4\right]=\frac{\gamma\mu D}{4}.
\]

This rate is even in \(\psi\), so it causes no skew scattering.

## (b) Find the part of the noncrossing fourth-order rate that is odd in \(\psi\).

**Solution.** Expand \(T=V+VGV+VGVGV+\dots\), with

\[
G_q=\frac{P_q}{\mu-\varepsilon_q+i0}+\frac{1-P_q}{\mu+\varepsilon_q},
\]

where \(P_q\) projects on the upper band. Write the fourth-order rate as \(2\pi\gamma^2\delta(\varepsilon-\varepsilon')F\). It comes from \(|T_2|^2+2\,\mathrm{Re}\,T_1^*T_3\). For \(\mathbf k'\ne\mathbf k\) the Gaussian pairings are:

- \(|T_2|^2\), equal intermediate momenta: the ladder, \(\sum_q|\langle k'|G_q|k\rangle|^2\).
- \(|T_2|^2\), lines exchanged: the crossed pairing X.
- \(T_1^*T_3\), with \(T_1^*\) paired to an outer vertex: the leg corrections \(2\,\mathrm{Re}\,\langle k'|G_kR+RG_{k'}|k\rangle\langle k|k'\rangle\), where \(R=\sum_qG_q\).
- \(T_1^*T_3\), with \(T_1^*\) paired to the middle vertex: the crossed pairing \(\Psi\).

Crossed pairings are left to part (f). Purely intraband pieces of the ladder and legs contain the singular factors of repeated real collisions. They are symmetric under \(k\leftrightarrow k'\) and drop out here.

**Ladder.** Interference of the two bands gives

\[
F=\sum_q2\,\mathrm{Re}\frac{Z_q}{(\mu-\varepsilon_q+i0)(\mu+\varepsilon_q)},\quad
Z_q=\langle k'|P_q|k\rangle\langle k|(1-P_q)|k'\rangle .
\]

Exchange of \(k\) and \(k'\) conjugates \(Z_q\), so the odd part is \((\pi/\mu)\sum_q\delta(\mu-\varepsilon_q)\,\mathrm{Im}Z_q\). The term \(-|\langle k'|P_q|k\rangle|^2\) in \(Z_q\) is real. The angular average of \(P_q\) is \(\frac12(1+c\sigma_z)\), and

\[
\mathrm{Im}\,\langle k'|\sigma_z|k\rangle\langle k|k'\rangle
=\mathrm{Im}(a-be^{-i\psi})(a+be^{i\psi})=2ab\sin\psi=\tfrac12s^2\sin\psi .
\]

The ladder therefore gives \((\pi N/4\mu)cs^2\sin\psi\).

**Legs.** The anti-Hermitian part of \(R\) is \(-\frac{i\pi N}{2}(1+c\sigma_z)\). The interband part of \(G_k\) is \((1-P_k)/2\mu\), which removes the unit matrix acting on \(|k\rangle\). The first leg becomes

\[
2\,\mathrm{Re}\left\{\frac{-i\pi Nc}{4\mu}\Big[\langle k'|\sigma_z|k\rangle\langle k|k'\rangle-c\rho\Big]\right\}.
\]

Its odd part is \((\pi N/4\mu)cs^2\sin\psi\), equal to the ladder's. The second leg has the same bracket. The Hermitian part of \(R\) multiplies this bracket by a real number and gives an even result. With \(N=\mu/2\pi\),

\[
F_{\rm odd}=3\,\frac{\pi N}{4\mu}cs^2\sin\psi=\tfrac38\,cs^2\sin\psi .
\]

The asymmetry needs both the virtual lower band and a mass: it vanishes when \(\Delta=0\).

## (c) Convert this rate into a Hall conductivity and find its dependence on \(n\).

**Solution.** For \(\mathbf E=E\hat x\), let the nonequilibrium distribution be \(\delta(\varepsilon-\mu)(A\cos\varphi+B\sin\varphi)\). Define

\[
\frac1{\tau_\perp}=2\pi N\gamma^2\langle F_{\rm odd}\sin\psi\rangle=\frac{3}{16}\mu\gamma^2cs^2 .
\]

Odd out-scattering sums to zero. For in-scattering, \(\langle\sin(\varphi-\varphi')\cos\varphi'\rangle=\frac12\sin\varphi\) and \(\langle\sin(\varphi-\varphi')\sin\varphi'\rangle=-\frac12\cos\varphi\). The stationary equation is

\[
-qEv_F\cos\varphi=-\frac{A\cos\varphi+B\sin\varphi}{\tau}
+\frac{A\sin\varphi-B\cos\varphi}{\tau_\perp}.
\]

Since \(\tau/\tau_\perp\propto\gamma\), the leading solution is \(A=qEv_F\tau\), \(B=A\tau/\tau_\perp\). The transverse current is \(j_y=qNv_FB/2\). With \(v_F=s\),

\[
\sigma_{xy}^{\rm sk}=-\frac{e^2Nv_F^2\tau^2}{2\tau_\perp}
=-\frac{e^2}{2}\,\frac{\mu}{2\pi}\,s^2\,\frac{16}{\gamma^2\mu^2D^2}\,\frac{3\mu\gamma^2cs^2}{16}.
\]

Restoring \(\hbar\), with \(e^2/4\pi\hbar=e^2/2h\),

\[
\boxed{\sigma_{xy}^{\rm sk}=-\frac{e^2}{2h}\frac{3cs^4}{(1+3c^2)^2}
=-\frac{e^2}{2h}\frac{3\Delta(\mu^2-\Delta^2)^2}{\mu(\mu^2+3\Delta^2)^2}}
\]

The skew rate grows as \(n^2V_0^4\), while \(\tau^2\) falls as \(1/(n^2V_0^4)\). Both density and strength cancel at leading order.

## (d) Add the intrinsic and side-jump terms and find the noncrossing total.

**Solution.** *Intrinsic term.* The Berry connection of the upper band is \(\mathbf A=\langle k|i\nabla_kk\rangle=-(b/k)\hat\varphi\), so its curvature is \(\Omega=-(1/k)\,db/dk\). The lower band has the opposite curvature. The anomalous velocity \(-\dot{\mathbf k}\times\Omega\hat z\) with \(\dot{\mathbf k}=qE\hat x\) is \(qE\Omega\hat y\), hence \(\sigma_{xy}=-e^2\sum f\Omega\). The bands cancel for \(k<k_F\). The rest of the lower band gives

\[
\sigma_{xy}^{\rm int}=-\frac{e^2}{2\pi}\,[b(\infty)-b(k_F)]
=-\frac{e^2}{2\pi}\left[\frac12-\frac{1-c}{2}\right]=-\frac{e^2}{4\pi}c .
\]

*Coordinate shift.* A packet with amplitude \(|f(k)|e^{-i\chi(k)}\) has its centre at \(\nabla\chi+\mathbf A\). One Fourier component of the potential, at fixed \(\mathbf Q=\mathbf k'-\mathbf k\), multiplies the amplitude by \(\langle k'|k\rangle\) and a constant. Differentiation at fixed \(\mathbf Q\) acts on both momenta, so apart from ordinary flight

\[
\delta\mathbf r=\mathbf A'-\mathbf A-(\nabla_k+\nabla_{k'})\arg\langle k'|k\rangle .
\]

Multiply by \(\rho\) and use \(\rho\,\nabla\arg\langle k'|k\rangle=\mathrm{Im}\,\langle k|k'\rangle\nabla\langle k'|k\rangle\). Since \(\tan\theta=k/\Delta\), \(d\theta/dk=cs/k\). Each radial derivative of \(\langle k'|k\rangle=CC'+SS'e^{-i\psi}\) is \((cs^2/4k)(e^{-i\psi}-1)\), and

\[
\mathrm{Im}(a+be^{i\psi})(e^{-i\psi}-1)=-\sin\psi .
\]

The angular derivatives along \(\hat\varphi\) and \(\hat\varphi'\) give \(\pm(b^2+ab\cos\psi)/k\). Together,

\[
\rho\,\delta\mathbf r=\frac{\hat\varphi'-\hat\varphi}{k}\,[b^2+ab\cos\psi-b\rho]
+\frac{cs^2}{4k}\sin\psi\,(\hat k+\hat k').
\]

The bracket equals \(-ab(a-b)(1-\cos\psi)=-\frac14cs^2(1-\cos\psi)\). Let \(\hat m\) point along the mean angle \((\varphi+\varphi')/2\). Then \(\hat\varphi'-\hat\varphi=-2\sin\frac\psi2\,\hat m\) and \(\hat k+\hat k'=2\cos\frac\psi2\,\hat m\), so

\[
\rho\,\delta\mathbf r=\frac{cs^2}{k}\sin\frac\psi2\,\hat m=-\frac{cs^2}{2k}(\hat\varphi'-\hat\varphi).
\]

Averaging over \(\varphi'\), the drift is \(\mathbf v_{\rm sj}=2\pi\gamma N\langle\rho\,\delta\mathbf r\rangle=(\gamma cs/2)\hat\varphi\).

*Displacement current.* The distribution \(A\cos\varphi\) carries

\[
\sigma_{yx}=e^2\,\frac{\mu}{2\pi}\,s\tau\,\frac{\gamma cs}{4}=\frac{e^2}{2\pi}\frac{cs^2}{D},
\]

using \(\gamma\mu\tau=4/D\).

*Anomalous distribution.* The field does work during the shift, \(\varepsilon_{k'}-\varepsilon_k=q\mathbf E\cdot\delta\mathbf r\). Collisions then change the equilibrium function at the rate \(-\delta(\varepsilon-\mu)\,q\mathbf E\cdot\mathbf v_{\rm sj}=\delta(\varepsilon-\mu)\,qE(\gamma cs/2)\sin\varphi\). Relaxation balances this with a distribution of amplitude \(\tau qE(\gamma cs/2)\sin\varphi\). Its current \(qNv_F\tau qE(\gamma cs/4)\) equals the displacement current.

*Sum.* Each side-jump part of \(\sigma_{xy}\) is \(-(e^2/4\pi)\,2cs^2/D\). Thus

\[
\sigma_{xy}^{\rm nc}=-\frac{e^2}{2h}c\left[1+\frac{4s^2}{D}+\frac{3s^4}{D^2}\right]
=-\frac{e^2}{2h}c\,\frac{(D+s^2)(D+3s^2)}{D^2}.
\]

Here \(D+s^2=2(1+c^2)\) and \(D+3s^2=4\). Therefore

\[
\boxed{\sigma_{xy}^{\rm nc}=-\frac{e^2}{2h}\,
\frac{8\mu\Delta(\mu^2+\Delta^2)}{(\mu^2+3\Delta^2)^2}}
\]

As \(\mu\to|\Delta|\) the magnitude tends to \(e^2/2h\). This is a formal endpoint: weak disorder must be imposed before the band edge is approached. For \(\mu\gg|\Delta|\) the magnitude tends to \(4e^2|\Delta|/(h\mu)\).

## (e) Obtain the total again from the Kubo–Středa formula.

**Solution.** The products \(G^RG^R\) and \(G^AG^A\) in the Fermi-surface term are symmetric in \(x,y\) by cyclicity of the trace. The Hall part is

\[
\sigma^{I}_{xy}=\frac{e^2}{2\pi}\sum_k\mathrm{Tr}\,[\sigma_xG^R\Upsilon_yG^A],\qquad
\Upsilon_y=\sigma_y+\gamma\sum_kG^R\Upsilon_yG^A .
\]

The self-energy is \(\Sigma^R=-i\Gamma(1+c\sigma_z)\), \(\Gamma=\gamma\mu/4\). Its Hermitian part shifts \(\mu\) and \(\Delta\) by amounts of order \(\gamma\), up to a cutoff logarithm, and is dropped. With \(z_0=\mu+i\Gamma\), \(z_3=\Delta-ic\Gamma\),

\[
G^R=\frac{z_0+z_3\sigma_z+\mathbf k\cdot\boldsymbol\sigma}{z_0^2-z_3^2-k^2},\qquad
\eta\equiv\mathrm{Im}(z_0^2-z_3^2)=2\Gamma\mu(1+c^2).
\]

To leading order the momentum sum of \(|z_0^2-z_3^2-k^2|^{-2}\) is \(J=1/4\eta=1/[2\gamma\mu^2(1+c^2)]\). In \(G^R\sigma_yG^A\), terms linear in \(\mathbf k\) average to zero, and the quadratic term is \(\frac{k^2}2(\sigma_x\sigma_y\sigma_x+\sigma_y^3)=0\). The remaining numerator is

\[
(z_0+z_3\sigma_z)\sigma_y(z_0^*+z_3^*\sigma_z)
\simeq(\mu^2-\Delta^2)\sigma_y-4\Delta\Gamma\sigma_x ,
\]

because \(z_3z_0^*-z_0z_3^*=-4i\Delta\Gamma\) and \(\sigma_z\sigma_y=-i\sigma_x\). One rung therefore maps \(\sigma_y\to\alpha\sigma_y-\beta\sigma_x\), with

\[
\alpha=\frac{s^2}{2(1+c^2)},\qquad\beta=\frac{\gamma c}{2(1+c^2)} .
\]

Rotation gives \(\sigma_x\to\alpha\sigma_x+\beta\sigma_y\). Representing \(\sigma_y\) by 1 and \(\sigma_x\) by \(i\), a rung is multiplication by \(\kappa=\alpha-i\beta\), and the ladder sums to \(\kappa/(1-\kappa)\). Its imaginary part is \(-\beta/(1-\alpha)^2\) to leading order. The trace contributes 2, and \(1-\alpha=D/[2(1+c^2)]\), so

\[
\sigma^I_{xy}=-\frac{e^2}{\pi\gamma}\frac{\beta}{(1-\alpha)^2}
=-\frac{e^2}{4\pi}\frac{8c(1+c^2)}{D^2}.
\]

The Fermi-sea term is

\[
\sigma^{II}_{xy}=\frac{e^2}{4\pi}\int_{-\infty}^{\mu}\!d\varepsilon\sum_k
\mathrm{Tr}[\sigma_xG^R\sigma_y\partial_\varepsilon G^R-\sigma_x\partial_\varepsilon G^R\sigma_yG^R]+\text{c.c.}
\]

For the clean cone the trace is \(-4i\Delta/(\varepsilon^2-\Delta^2-k^2)^2\). Its momentum sum is \(i\Delta/[\pi(\varepsilon^2-\Delta^2+i0\,\mathrm{sgn}\,\varepsilon)]\). Adding the conjugate gives \(2\Delta\,\mathrm{sgn}(\varepsilon)\,\delta(\varepsilon^2-\Delta^2)\). The lower edge contributes \(-\mathrm{sgn}\Delta\) to the integral and the upper edge \(+\mathrm{sgn}\Delta\). Thus \(\sigma^{II}_{xy}=-(e^2/2h)\,\mathrm{sgn}\Delta\) in the gap and zero for \(\mu>|\Delta|\). Weak disorder does not alter this at leading order away from the edge, since no \(G^RG^A\) product supplies a factor \(1/\gamma\). The Kubo result agrees with (d).

## (f) Find the skew conductivity of the crossed pairings. Is the noncrossing total the complete Gaussian answer?

**Solution.** Write \(G_q=M_q/d_q\), with \(M_q=\mu+H_q\), \(d_q=k_F^2-q^2+i0\). Choose \(\varphi=-\psi/2\), \(\varphi'=\psi/2\), and let \(p=e^{i\psi/2}\).

**Pairing X.** Here \(\mathbf q'=\mathbf k+\mathbf k'-\mathbf q\). The two on-shell contributions are equal, and the odd part is

\[
F_X=2\pi\sum_q\delta(k_F^2-q^2)\,
\frac{\mathrm{Im}\langle k'|M_q|k\rangle\langle k|M_{q'}|k'\rangle}{k_F^2-q'^2}.
\]

Let \(u=\cos\varphi_q\), \(c_0=\cos\frac\psi2\), \(w=a^2p+b^2p^*\). The spinors give

\[
\langle k'|M_q|k\rangle\langle k|M_{q'}|k'\rangle=4\mu^2(w+2abu)\,[w^*+2ab(2c_0-u)] .
\]

As \(\mathrm{Im}\,w=c\sin\frac\psi2\), the imaginary part is \(4\mu^2cs^2\sin\frac\psi2\,(c_0-u)\). The denominator is \(4\mu^2s^2c_0(u-c_0)\), so the angular dependence cancels. With \(\sum_q\delta(k_F^2-q^2)=1/4\pi\),

\[
F_X=-\frac c2\tan\frac\psi2,\qquad\langle F_X\sin\psi\rangle=-\frac c2 .
\]

The growth near backscattering is integrable in this current moment.

**Pairing \(\Psi\).** Here \(\mathbf q'=\mathbf q-\mathbf Q\). Take \(\mathbf q\) on shell first, at angle \(\chi\) from \(\mathbf Q\), so that \(e^{i\varphi_q}=ie^{i\chi}\equiv x\). The numerator divided by \(4\mu^2\) is

\[
(a+bp^*x)(A_0+B_0x^*)(a+bp^2),
\]

with \(A_0=a^2+ab(2-p^{*2})\), \(B_0=ab(2p^*-p)+b^2p^*\). The denominator is proportional to \(\cos\chi-\cos\chi_0\). In its principal-value average constants and sines give zero, while \(\cos\chi\) gives one. The result is proportional to

\[
i(bp^*A_0-aB_0)(a+bp^2)=i\,ab(p-p^*)\,|a+bp^2|^2 ,
\]

which is real, so no odd part survives. With \(\mathbf q'\) on shell, conjugation gives the same expression with \(k\) and \(k'\) exchanged, and it also vanishes.

Replacing \(\frac3{16}cs^2\) in (c) by \(-\frac c2\) yields

\[
\sigma_{xy}^{\rm cr}=+\frac{e^2}{2h}\frac{8cs^2}{D^2},\qquad
\sigma_{xy}^{\rm nc}+\sigma_{xy}^{\rm cr}
=-\frac{e^2}{2h}\frac{16\mu\Delta^3}{(\mu^2+3\Delta^2)^2}.
\]

The noncrossing total is therefore not the complete Gaussian answer: an omitted term has the same order in \(\gamma\). It cancels the \(1/\mu\) tail and leaves a \(1/\mu^3\) decay. Crossed corrections other than this skew rate are not examined here.

## (g) Evaluate the result in the rough regime of a gapped surface state of a magnetically doped topological insulator.

**Solution.** Take \(\hbar v=0.3\) eV nm, \(\Delta=0.025\) eV, \(\mu=0.1\) eV, \(n=0.5\) nm\(^{-2}\) and \(V_0=\pm0.2\) eV nm\(^2\). Then \(c=0.25\), \(s^2=0.9375\), \(D=1.1875\), and

\[
g=\frac{nV_0^2}{(\hbar v)^2}=\frac{0.5\times0.04}{0.09}=0.222,\qquad
\frac\hbar\tau=\frac{g\mu D}{4}=0.0066\ \text{eV}.
\]

This gives \(\tau=0.10\) ps and \(\mu\tau/\hbar=15\). In units of \(e^2/h\), the intrinsic term is \(-0.125\), each side-jump part is \(-0.197\), and

\[
\sigma_{xy}^{\rm sk}=-\frac12\,\frac{3(0.25)(0.9375)^2}{(1.1875)^2}=-0.234 .
\]

The total is \(-0.753\,e^2/h=-29.2\ \mu\)S. A numerical ladder sum at \(g=10^{-4}\), with \(\mu\) and \(\Delta\) unchanged, gives \(-0.7534\,e^2/h\), against \(-0.7535\) from the formula. At \(g=0.222\), with the Hermitian self-energy still dropped, its surface part is \(-0.681\). This is only a rough guide to the finite-disorder correction: a self-consistent Born self-energy, with the bare \(\mu\) and \(\Delta\) held fixed, gives \(-0.64\) with a cutoff \(\hbar vk=0.3\) eV and \(-0.55\) with 1 eV. The sea term was not evaluated at that strength.

The crossed skew term is \(+0.665\,e^2/h\). It removes 88% of the noncrossing total and leaves \(-0.089\). For these parameters the noncrossing value is therefore not a prediction for white-noise disorder. The remainder is a weak-disorder limit as well: at \(g=0.222\) the finite-disorder shifts quoted above, 0.07 to 0.2, are as large as it or larger.

Real dopants need not have balanced signs. If all have \(V_0>0\), the mean potential \(nV_0=0.1\) eV shifts the whole band, and \(\mu\) is here measured from the shifted band centre. The third-order rate \(2\,\mathrm{Re}\,T_1^*T_2\) has odd part \(nV_0^3(\pi N/2)cs^2\sin\psi\), apart from \(2\pi\delta(\varepsilon-\varepsilon')\). Its ratio to the noncrossing fourth-order rate is \(2\mu/(3nV_0)=0.67\), so it adds \(-0.156\,e^2/h\). The fourth cumulant \(nV_0^4\), which is present for balanced signs too, depends on the cutoff: it adds \(+0.024\) with 0.3 eV and \(+0.051\) with 1 eV. These two figures are net additions only for balanced signs. For equal signs the third cumulant also lowers \(1/\tau\) at the same order, which nearly cancels the cutoff dependence: the full single-impurity \(T\)-matrix gives a skew term of \(-0.161\) with 0.3 eV and \(-0.166\) with 1 eV. All of these are appreciable beside the remainder \(-0.089\).

The model mobility, about 2100 cm\(^2\)/Vs, is high for magnetically doped films, where a rough scale is hundreds. More scattering would take the example further from the weak-disorder limit. Charged dopants also have a finite range, which white noise leaves out, and a film has two surfaces. Magnetic dopants also scatter through \(\sigma_z\), which scalar disorder omits. If the same dopants supply the gap, each carries \(J\sigma_z\) with \(nJ=\Delta\), so \(J^2/V_0^2=1/16\). This moves the noncrossing total to about \(-0.63\), and a third moment \(nV_0^2J\) survives balanced signs and gives a single-impurity skew term near \(-0.10\). Thermal averaging at 10 K changes the noncrossing total by about \(10^{-5}\,e^2/h\). For a rough hexagonal-warping coefficient of 0.1 eV nm\(^3\), the warping energy is 3% of \(\mu\) but 13% of \(\Delta\), to which it adds with a threefold angular dependence; its effect on \(\sigma_{xy}\) was not calculated. The numerical output lists most of these values and two other gaps, one with negative \(\Delta\), for which the Hall conductivity changes sign.

## Computed values

```
hbar v = 0.300 eV nm
half-gap Delta = 0.0250 eV
chemical potential mu = 0.1000 eV
impurity density n = 0.500 nm^-2
impurity strength |V0| = 0.200 eV nm^2
disorder strength g = 0.2222 (dimensionless)
Fermi wavenumber = 0.3227 nm^-1
electron density = 0.00829 nm^-2
transport rate hbar/tau = 0.00660 eV
transport time tau = 0.0998 ps
mu tau/hbar = 15.16 (dimensionless)
sigma_xx, Boltzmann = 7.105 e^2/h
mobility = 2073 cm^2/Vs
intrinsic sigma_xy = -0.12500 e^2/h
side-jump displacement part = -0.19737 e^2/h
side-jump distribution part = -0.19737 e^2/h
fourth-order noncrossing skew = -0.23372 e^2/h
sum of the four parts = -0.75346 e^2/h
closed formula, total = -0.75346 e^2/h
closed formula, total = -29.189 uS
Kubo ladder at g = 0.0001, surface part = -0.75338 e^2/h
Kubo sea part, mu in band = 1.3e-08 e^2/h
Kubo sea part, mu in gap = -0.50000 e^2/h
omitted crossed skew = 0.66482 e^2/h
noncrossing total plus crossed skew = -0.08864 e^2/h
third-moment skew if all V0 > 0 = -0.15574 e^2/h
fourth-cumulant skew, cutoff 0.30 eV = 0.02372 e^2/h
Kubo surface part at the example's g = -0.68148 e^2/h
thermal average of total at 10 K = -0.75345 e^2/h
warping coefficient, rough = 0.10 eV nm^3
warping energy over mu = 0.0336 (dimensionless)
Delta = 0.07 eV: skew -0.04476, parts -0.68383 e^2/h
  Kubo ladder -0.68378, crossed 0.23406 e^2/h
Delta = -0.04 eV: skew 0.19328, parts 0.84733 e^2/h
  Kubo ladder 0.84726, crossed -0.61359 e^2/h
mu/Delta = 1: total formula -0.50000 e^2/h
mu/Delta = 2: total formula -0.81633 e^2/h
mu/Delta = 4: total formula -0.75346 e^2/h
mu/Delta = 10: total formula -0.38081 e^2/h
```
